# Why inverting Cole-Cole keeps its form and inverting Cole-Davidson does not: a numerical check

```python
"""
Result under test: the inverse M = 1/eps of a Cole-Cole permittivity
  eps = eps_inf + (eps_s - eps_inf) / (1 + (s tau)^alpha),  s = i omega,
is again Cole-Cole with the same alpha and tau_M = tau*(eps_inf/eps_s)^(1/alpha).
The inverse of a Cole-Davidson permittivity, with (1 + s tau)^gamma in the
denominator, is not Cole-Davidson.
Symbols: eps_s, eps_inf = low- and high-frequency permittivity; r = eps_inf/eps_s;
N = (M - M_inf)/(M_s - M_inf) = normalized modulus.
In the functions below s and t are measured in units of 1/tau and tau.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, least_squares, minimize_scalar

eps_s, eps_inf = 12.0, 3.0
alpha, gamma = 0.6, 0.6
tau = 1e-3                       # s
thickness = 200e-9               # m
voltage = 10.0                   # V
temperature = 300.0              # K
delta = eps_s - eps_inf
r = eps_inf / eps_s
M_s, M_inf = 1 / eps_s, 1 / eps_inf
ratio_cc = r ** (1 / alpha)      # predicted tau_M / tau


def eps_cc(s):
    return eps_inf + delta / (1 + s ** alpha)


def eps_cd(s):
    return eps_inf + delta / (1 + s) ** gamma


def normalized_modulus(eps, s):
    return (1 / eps(s) - M_inf) / (M_s - M_inf)


def peak_time(loss, low, high):
    """Inverse of the angular frequency at which loss(omega) is largest."""
    res = minimize_scalar(lambda x: -loss(np.exp(x)), method="bounded",
                          bounds=(np.log(low), np.log(high)),
                          options={"xatol": 1e-10})
    return np.exp(-res.x)


# --- loss peaks of the permittivity and of its direct inverse
t_eps_cc = peak_time(lambda w: -eps_cc(1j * w).imag, 1e-2, 1e2)
t_mod_cc = peak_time(lambda w: (1 / eps_cc(1j * w)).imag, 1e-1, 1e3)
t_eps_cd = peak_time(lambda w: -eps_cd(1j * w).imag, 1e-2, 1e2)
t_mod_cd = peak_time(lambda w: (1 / eps_cd(1j * w)).imag, 1e-1, 1e3)
assert abs(t_eps_cc - 1) < 1e-5
assert abs(t_mod_cc / ratio_cc - 1) < 1e-5

# --- free fits: exponent and time are both unknown to the fit
omega = np.logspace(-4, 6, 401)


def fit(shape, data):
    def residual(p):
        d = shape(1j * omega * np.exp(p[1]), p[0]) - data
        return np.concatenate([d.real, d.imag])
    res = least_squares(residual, [0.8, -1.0], xtol=1e-13, ftol=1e-13,
                        gtol=1e-13)
    misfit = np.max(np.abs(shape(1j * omega * np.exp(res.x[1]), res.x[0])
                           - data))
    return res.x[0], np.exp(res.x[1]), misfit / np.max(-data.imag)


fit_cc = fit(lambda z, a: 1 / (1 + z ** a),
             normalized_modulus(eps_cc, 1j * omega))
fit_cd = fit(lambda z, g: (1 + z) ** (-g),
             normalized_modulus(eps_cd, 1j * omega))
assert abs(fit_cc[0] - alpha) < 1e-6
assert abs(fit_cc[1] / ratio_cc - 1) < 1e-6
assert fit_cc[2] < 1e-6
assert fit_cd[2] > 0.01

# --- limiting times a Cole-Davidson modulus would need, read from 1/eps
s_low, s_high = 1e-5, 1e10
time_low = (1 - normalized_modulus(eps_cd, s_low)) / (gamma * s_low)
time_high = normalized_modulus(eps_cd, s_high) ** (-1 / gamma) / s_high
assert abs(time_low / r - 1) < 1e-3
assert abs(time_high / r ** (1 / gamma) - 1) < 1e-3


# --- local scale factor lam(s) solving y(lam s) = r y(s)
def local_scale(y, s):
    return np.exp(brentq(lambda x: y(np.exp(x) * s) / (r * y(s)) - 1,
                         np.log(1e-4), 0.0, xtol=1e-13))


points = [1e-4, 1e-2, 1.0, 1e2, 1e4, 1e8]
scale_cc = [local_scale(lambda s: s ** alpha, s) for s in points]
scale_cd = [local_scale(lambda s: np.expm1(gamma * np.log1p(s)), s)
            for s in points]
assert np.ptp(scale_cc) < 1e-8 and abs(scale_cc[0] - ratio_cc) < 1e-8
assert abs(scale_cd[0] / r - 1) < 1e-3
assert abs(scale_cd[-1] / r ** (1 / gamma) - 1) < 1e-3

# --- Cole-Davidson modulus rebuilt from its cut, which starts at rate 1/tau
dx = 0.02
x = np.arange(-40, 80, dx)
offset = np.exp(x)                         # relaxation rate minus 1/tau
on_cut = offset ** gamma * np.exp(1j * np.pi * gamma)
eps_on_cut = eps_inf + delta / on_cut      # upper side of the cut
density = -((1 / eps_on_cut - M_inf) / (M_s - M_inf)).imag / np.pi
cut_error = 0.0
for s in (0.0, 0.3j, 5j, 40j):
    rebuilt = np.sum(density * offset / (s + 1 + offset)) * dx
    cut_error = max(cut_error, abs(rebuilt - normalized_modulus(eps_cd, s)))
assert cut_error < 1e-8


# --- fixed charge in time: polarization driven by its own feedback field
def field_by_feedback(kind, t_end, steps):
    """Field per unit charge density after a charge step (backward Euler)."""
    h = t_end / steps
    order = alpha if kind == "cc" else gamma
    k = np.arange(1, steps + 1)
    g = np.concatenate([[1.0], np.cumprod((k - 1 - order) / k)])
    if kind == "cc":
        w = h ** (-order) * g
        w[0] += 1
    else:
        a, b = 1 + 1 / h, 1 / h
        w = a ** order * g * (b / a) ** np.arange(steps + 1)
    pol = np.zeros(steps + 1)
    for n in range(1, steps + 1):
        memory = np.dot(w[1:n], pol[n - 1:0:-1])
        pol[n] = (delta / eps_inf - memory) / (w[0] + delta / eps_inf)
    return (1 - pol) / eps_inf


def invert_laplace(f, t):
    with mp.workdps(25):
        return float(mp.invertlaplace(f, t, method="talbot"))


def mittag_leffler(t):
    """E_alpha(-t^alpha) from its power series, at high precision."""
    with mp.workdps(80):
        z = -mp.mpf(t) ** mp.mpf(alpha)
        a = mp.mpf(alpha)
        return float(mp.fsum(z ** k * mp.rgamma(a * k + 1)
                             for k in range(900)))


steps = 2000
feedback_error = 0.0
for kind, eps in (("cc", eps_cc), ("cd", eps_cd)):
    path = field_by_feedback(kind, 1.0, steps)
    for n in (steps // 2, steps):
        direct = invert_laplace(lambda s: 1 / (s * eps(s)), n / steps)
        err = abs(path[n] - direct) / (M_inf - M_s)
        feedback_error = max(feedback_error, err)
assert feedback_error < 1e-3     # first-order time stepping

times = [0.1, 1.0, 10.0]
rows = []
for t in times:
    field_cc = M_s + (M_inf - M_s) * mittag_leffler(t / ratio_cc)
    charge_cc = eps_inf + delta * (1 - mittag_leffler(t))
    assert abs(field_cc - invert_laplace(lambda s: 1 / (s * eps_cc(s)), t)) < 1e-7
    assert abs(charge_cc - invert_laplace(lambda s: eps_cc(s) / s, t)) < 1e-6
    field_cd = invert_laplace(lambda s: 1 / (s * eps_cd(s)), t)
    rows.append((t, charge_cc, field_cc, field_cd))

# --- example in device units
field = voltage / thickness                        # V/m
to_uC_cm2 = 100.0                                  # from C/m^2
charge_unit = const.epsilon_0 * field * to_uC_cm2
tau_M = ratio_cc * tau

# --- neglected effects
sigma = 1e-10                                      # S/m
leak_time = const.epsilon_0 * eps_s / sigma
leak = sigma * tau / const.epsilon_0
t_leaky = peak_time(lambda w: (1 / (eps_cc(1j * w) + leak / (1j * w))).imag,
                    0.2 / ratio_cc, 5 / ratio_cc)

layer, eps_layer = 2e-9, 4.0
part = layer / thickness


def modulus_layered(s):
    return (1 - part) / eps_cc(s) + part / eps_layer


t_mod_layer = peak_time(lambda w: modulus_layered(1j * w).imag, 1e-1, 1e3)
t_eps_layer = peak_time(lambda w: -(1 / modulus_layered(1j * w)).imag,
                        1e-2, 1e2)
low_m = (1 - part) * M_s + part / eps_layer
high_m = (1 - part) * M_inf + part / eps_layer
assert abs(t_mod_layer / ratio_cc - 1) < 1e-5
assert abs(t_eps_layer / (ratio_cc * (high_m / low_m) ** (1 / alpha)) - 1) < 1e-5

kT = const.k * temperature / const.e               # eV
dipole = 0.5                                       # e angstrom
local_factor = (eps_s + 2) / 3
orient = dipole * 1e-10 * field * local_factor / kT
saturation = 1 - 3 * (1 / np.tanh(orient) - 1 / orient) / orient

activation, warming = 0.6, 10.0                    # eV, K
hot = temperature + warming
speed = np.exp(activation * const.e / const.k * (1 / hot - 1 / temperature))
eps_s_hot = eps_inf + delta * temperature / hot
ratio_hot = (eps_inf / eps_s_hot) ** (1 / alpha)

breakdown = 3e8                                    # V/m
barrier = 1.0                                      # eV
path_length = barrier / field
tunnel = quad(lambda v: 2 * path_length * np.sqrt(
    2 * const.m_e * const.e * barrier * (1 - v)) / const.hbar, 0, 1)[0]
image = const.e / (16 * np.pi * const.epsilon_0 * eps_inf)
top = minimize_scalar(lambda q: field * np.exp(q) + image / np.exp(q),
                      bounds=(np.log(1e-10), np.log(1e-7)), method="bounded",
                      options={"xatol": 1e-10})
lowering = top.fun
richardson = 4 * np.pi * const.m_e * const.k ** 2 * const.e / const.h ** 3
emission = richardson * temperature ** 2 * np.exp(-(barrier - lowering) / kT)

print(f"eps_s = {eps_s:.1f}, eps_inf = {eps_inf:.1f}, r = {r:.4f}")
print(f"alpha = {alpha:.2f}, gamma = {gamma:.2f} (comparison film)")
print(f"tau = {tau*1e3:.3f} ms, temperature = {temperature:.0f} K")
print(f"thickness = {thickness*1e9:.0f} nm, voltage = {voltage:.1f} V")
print(f"field = {field*1e-8:.3f} MV/cm")
print(f"M_s = {M_s:.5f}, M_inf = {M_inf:.5f}")
print(f"Cole-Cole tau_M/tau, formula = {ratio_cc:.5f}")
print(f"Cole-Cole tau_M/tau, from M'' peak = {t_mod_cc:.5f}")
print(f"tau_M = {tau_M*1e3:.5f} ms")
print(f"eps'' peak frequency = {1/(2*np.pi*tau):.1f} Hz")
print(f"M'' peak frequency = {1/(2*np.pi*tau_M):.1f} Hz")
print(f"free Cole-Cole fit of M: exponent = {fit_cc[0]:.5f}")
print(f"free Cole-Cole fit of M: time/tau = {fit_cc[1]:.5f}")
print(f"its misfit / loss peak = {fit_cc[2]:.1e}")
print(f"free Cole-Davidson fit of M: exponent = {fit_cd[0]:.4f}")
print(f"free Cole-Davidson fit of M: time/tau = {fit_cd[1]:.4f}")
print(f"its misfit / loss peak = {100*fit_cd[2]:.2f} %")
print(f"Cole-Davidson low-frequency time/tau = {time_low:.5f}")
print(f"Cole-Davidson high-frequency time/tau = {time_high:.5f}")
print(f"Cole-Davidson eps'' peak time/tau = {t_eps_cd:.4f}")
print(f"Cole-Davidson M'' peak time/tau = {t_mod_cd:.4f}")
print("local scale factor: s*tau, Cole-Cole, Cole-Davidson")
for s, a, b in zip(points, scale_cc, scale_cd):
    print(f"  {s:.0e}  {a:.5f}  {b:.5f}")
print(f"error of M rebuilt from its cut = {cut_error:.1e}")
print(f"error of time-stepped feedback = {feedback_error:.1e}")
print(f"fixed 10 V: first charge = {eps_inf*charge_unit:.4f} uC/cm2"
      if voltage == 10 else
      f"fixed voltage: first charge = {eps_inf*charge_unit:.4f} uC/cm2")
print(f"fixed voltage: final charge = {eps_s*charge_unit:.4f} uC/cm2")
print(f"fixed charge: final voltage = {voltage*r:.3f} V")
print("t (ms), charge at fixed voltage (uC/cm2), Cole-Cole")
for t, q, f1, f2 in rows:
    print(f"  {t*tau*1e3:.1f}  {q*charge_unit:.4f}")
print("t (ms), voltage at fixed charge (V): Cole-Cole, Cole-Davidson")
for t, q, f1, f2 in rows:
    print(f"  {t*tau*1e3:.1f}  {f1*eps_inf*voltage:.3f}"
          f"  {f2*eps_inf*voltage:.3f}")
print(f"leakage: sigma = {sigma/100:.0e} S/cm, time = {leak_time:.2f} s")
print(f"leakage shift of M'' peak time = {100*(t_leaky/t_mod_cc-1):.3f} %")
print(f"interface layer: {layer*1e9:.0f} nm, permittivity {eps_layer:.0f}")
print(f"layer shift of eps'' peak time = {100*(t_eps_layer-1):.2f} %")
print(f"dipole = {dipole:.1f} e angstrom, local factor {local_factor:.2f}")
print(f"dipole saturation, loss of response = {100*saturation:.2f} %")
print(f"activation = {activation:.1f} eV, warming = {warming:.0f} K")
print(f"warming: tau multiplied by {speed:.3f}")
print(f"warming: tau_M/tau changes by {100*(ratio_hot/ratio_cc-1):.2f} %")
print(f"field / rough breakdown field = {field/breakdown:.3f}")
print(f"tunnelling exponent, {barrier:.1f} eV barrier = {tunnel:.1f}")
print(f"image-force lowering = {lowering:.3f} eV")
print(f"thermionic current = {emission*1e-4:.1e} A/cm2")
print(f"ohmic leakage current = {sigma*field*1e-4:.1e} A/cm2")
print("success")
```

It prints:

```
eps_s = 12.0, eps_inf = 3.0, r = 0.2500
alpha = 0.60, gamma = 0.60 (comparison film)
tau = 1.000 ms, temperature = 300 K
thickness = 200 nm, voltage = 10.0 V
field = 0.500 MV/cm
M_s = 0.08333, M_inf = 0.33333
Cole-Cole tau_M/tau, formula = 0.09921
Cole-Cole tau_M/tau, from M'' peak = 0.09921
tau_M = 0.09921 ms
eps'' peak frequency = 159.2 Hz
M'' peak frequency = 1604.2 Hz
free Cole-Cole fit of M: exponent = 0.60000
free Cole-Cole fit of M: time/tau = 0.09921
its misfit / loss peak = 1.3e-15
free Cole-Davidson fit of M: exponent = 0.4610
free Cole-Davidson fit of M: time/tau = 0.2612
its misfit / loss peak = 12.71 %
Cole-Davidson low-frequency time/tau = 0.25000
Cole-Davidson high-frequency time/tau = 0.09921
Cole-Davidson eps'' peak time/tau = 0.6682
Cole-Davidson M'' peak time/tau = 0.1093
local scale factor: s*tau, Cole-Cole, Cole-Davidson
  1e-04  0.09921  0.25000
  1e-02  0.09921  0.24963
  1e+00  0.09921  0.22399
  1e+02  0.09921  0.12356
  1e+04  0.09921  0.10111
  1e+08  0.09921  0.09922
error of M rebuilt from its cut = 1.6e-13
error of time-stepped feedback = 9.9e-05
fixed 10 V: first charge = 0.1328 uC/cm2
fixed voltage: final charge = 0.5313 uC/cm2
fixed charge: final voltage = 2.500 V
t (ms), charge at fixed voltage (uC/cm2), Cole-Cole
  0.1  0.2253
  1.0  0.3666
  10.0  0.4834
t (ms), voltage at fixed charge (V): Cole-Cole, Cole-Davidson
  0.1  5.590  5.090
  1.0  3.397  2.666
  10.0  2.717  2.500
leakage: sigma = 1e-12 S/cm, time = 1.06 s
leakage shift of M'' peak time = 0.153 %
interface layer: 2 nm, permittivity 4
layer shift of eps'' peak time = -3.65 %
dipole = 0.5 e angstrom, local factor 4.67
dipole saturation, loss of response = 1.33 %
activation = 0.6 eV, warming = 10 K
warming: tau multiplied by 0.473
warming: tau_M/tau changes by 4.17 %
field / rough breakdown field = 0.167
tunnelling exponent, 1.0 eV barrier = 136.6
image-force lowering = 0.155 eV
thermionic current = 6.9e-08 A/cm2
ohmic leakage current = 5.0e-07 A/cm2
success
```
